# What a Capacitance-Voltage Profile Shows at an Abrupt Doping Step: a program that tests the result

```python
"""Capacitance-voltage (C-V) profiling of an abrupt donor step.

Result under test: the apparent density N_cv = 2/(kappa d(W^2)/dU) equals
    N_cv = 1/(kappa^2 W^3 integral n G^3 dx),
which is neither the donor density N nor, point by point, the equilibrium
electron density n; it shares with n the dose and first moment over the step.
Symbols: psi = potential/(kT/q), zero in the deep bulk; U = -psi(0);
kappa = q^2/(eps kT); n = N_right exp(psi); G = small-signal response of psi
with G(0) = 1; W = eps/C = apparent depth; Q = uncovered donors per area.
Internal units: nm and nm^-3. The contact is at x = 0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq

TEMPERATURE = 300.0
EPS_REL = 12.0
EPS = EPS_REL * const.epsilon_0
V_THERMAL = const.k * TEMPERATURE / const.e
KAPPA = const.e / (EPS * V_THERMAL) * 1e9      # nm
TO_1E16 = 1e21 / 1e16                          # nm^-3 -> 1e16 cm^-3


def debye(density):
    return 1 / np.sqrt(KAPPA * density)


class StepSample:
    def __init__(self, left, right, step, length, h):
        self.left, self.right, self.step, self.h = left, right, step, h
        self.x = np.arange(int(round(length / h)) + 1) * h
        self.donors = np.where(self.x < step, left, right)
        self.donors[np.isclose(self.x, step)] = 0.5 * (left + right)
        guess = np.log(self.donors / right)
        self.psi_eq = self.solve(np.log(left / right), guess)
        self.n_eq = right * np.exp(self.psi_eq)

    def banded(self, n):
        m = len(n) - 2
        bands = np.ones((3, m))
        bands[1] = -2 - self.h**2 * KAPPA * n[1:-1]
        return bands

    def solve(self, psi_surface, guess):
        """Newton solution of the nonlinear Poisson equation."""
        psi = guess.copy()
        psi[0], psi[-1] = psi_surface, 0.0
        for _ in range(100):
            n = self.right * np.exp(psi)
            residual = (psi[:-2] - 2 * psi[1:-1] + psi[2:]
                        - self.h**2 * KAPPA * (n - self.donors)[1:-1])
            change = solve_banded((1, 1), self.banded(n), -residual)
            psi[1:-1] += change
            if np.max(np.abs(change)) < 1e-7:
                return psi
        raise RuntimeError("Newton iteration did not converge")

    def response(self, psi):
        """Apparent depth W, cubic-integral N_cv, electrons n, response G."""
        n = self.right * np.exp(psi)
        rhs = np.zeros(len(n) - 2)
        rhs[0] = -1.0
        g = np.zeros(len(n))
        g[0] = 1.0
        g[1:-1] = solve_banded((1, 1), self.banded(n), rhs)
        depth = 1 / (KAPPA * trapezoid(n * g, self.x))
        apparent = 1 / (KAPPA**2 * depth**3 * trapezoid(n * g**3, self.x))
        return depth, apparent, n, g

    def sweep(self, first, last, count=160):
        """Bias sweep; returns worst errors of the definition-based checks."""
        moment = cumulative_trapezoid(self.x * self.n_eq, self.x, initial=0)
        targets = np.linspace(first, last, count)
        self.bending = (KAPPA * np.interp(targets, self.x, moment)
                        + 1 - np.log(self.left / self.right))
        psi = self.psi_eq - 0.5 * KAPPA * self.left * np.maximum(
            first - self.x, 0)**2
        depths, apparent, self.spread = [], [], []
        errors = np.zeros(3)
        du = 0.1
        for k, u in enumerate(self.bending):
            psi = self.solve(-u, psi)
            w, n_cv, n, g = self.response(psi)
            depths.append(w)
            apparent.append(n_cv)
            weight = n * g / trapezoid(n * g, self.x)
            self.spread.append(np.sqrt(
                trapezoid((self.x - w)**2 * weight, self.x)))
            if k % 5 == 0:
                low = self.response(self.solve(-u + du, psi))
                high = self.response(self.solve(-u - du, psi))
                removed = low[2] - high[2]
                charge = trapezoid(removed, self.x)
                w_charge = 2 * du / (KAPPA * charge)
                centroid = trapezoid(self.x * removed, self.x) / charge
                n_instr = 2 / (KAPPA * (high[0]**2 - low[0]**2) / (2 * du))
                errors = np.maximum(errors, np.abs(
                    [w_charge / w - 1, centroid / w - 1, n_instr / n_cv - 1]))
        self.w, self.n_cv = np.array(depths), np.array(apparent)
        assert np.all(np.diff(self.w) > 0)
        self.curve = CubicSpline(self.w, self.n_cv)
        return errors

    def moments(self, order):
        """Moments about the step of N_cv - N and n - N over the sweep."""
        a, lo, hi = self.step, self.w[0], self.w[-1]
        fine = np.linspace(lo, hi, 20001)
        power = (fine - a)**order
        donors = (self.right * (hi - a)**(order + 1)
                  - self.left * (lo - a)**(order + 1)) / (order + 1)
        carriers = CubicSpline(self.x, self.n_eq)(fine)
        return (trapezoid(power * self.curve(fine), fine) - donors,
                trapezoid(power * carriers, fine) - donors)

    def crossing(self, fraction):
        level = self.right + fraction * (self.left - self.right)
        return brentq(lambda w: self.curve(w) - level, self.w[0], self.w[-1])


# Main high-low step and its reversed partner
N_HIGH, N_LOW = 1e-4, 1e-5
main = StepSample(N_HIGH, N_LOW, 250.0, 1200.0, 0.25)
err_main = main.sweep(120.0, 550.0)
reverse = StepSample(N_LOW, N_HIGH, 600.0, 950.0, 0.25)
err_reverse = reverse.sweep(250.0, 720.0)
for errors in (err_main, err_reverse):
    assert np.all(errors < 2e-3), errors

# Equilibrium electrons: matched density and quadrature against the solver
n_step = np.exp((N_LOW * np.log(N_LOW) - N_HIGH * np.log(N_HIGH))
                / (N_LOW - N_HIGH) - 1)
n_step_solver = np.interp(main.step, main.x, main.n_eq)
assert abs(n_step_solver / n_step - 1) < 1e-3


def distance_from_step(density, doping):
    def inverse_slope(log_n):
        n = np.exp(log_n)
        return 1 / np.sqrt(2 * KAPPA * (n - doping
                                       - doping * np.log(n / doping)))
    return abs(quad(inverse_slope, np.log(n_step), np.log(density))[0])


x_left = main.step - distance_from_step(7e-5, N_HIGH)
x_right = main.step + distance_from_step(2e-5, N_LOW)
assert abs(np.interp(x_left, main.x, main.n_eq) / 7e-5 - 1) < 1e-3
assert abs(np.interp(x_right, main.x, main.n_eq) / 2e-5 - 1) < 1e-3

# Dose and first moment
for sample in (main, reverse):
    dose_cv, dose_n = sample.moments(0)
    first_cv, first_n = sample.moments(1)
    expected = np.log(sample.left / sample.right) / KAPPA
    dose_scale = N_LOW * debye(N_LOW)
    assert abs(dose_cv) < 0.01 * dose_scale
    assert abs(dose_n) < 0.01 * dose_scale
    assert abs(first_cv / expected - 1) < 0.01
    assert abs(first_n / expected - 1) < 0.01

# N_cv is not n point by point
n_at_w = np.interp(main.w, main.x, main.n_eq)
ratio = main.n_cv / n_at_w
worst = np.argmax(np.abs(ratio - 1))
assert abs(ratio[worst] - 1) > 0.05

# Uniform depletion edge nu(y), y in Debye lengths from the apparent depth
s = np.geomspace(30, 1e-7, 20001)
slope = np.sqrt(2 * (s + np.expm1(-s)))
y = -np.sqrt(2 * (s[0] - 1)) + cumulative_trapezoid(
    s / slope, -np.log(s), initial=0)
nu = np.exp(-s)
kernel_second = -2 * trapezoid(y * (nu - (y > 0)), y)
assert abs(kernel_second - 2) < 1e-3

# Weak step: N_cv follows the depletion edge, not the equilibrium electrons
weak = StepSample(1.01e-5, 0.99e-5, 600.0, 1500.0, 0.5)
weak.sweep(300.0, 900.0)
weak_shape = (weak.n_cv - weak.right) / (weak.left - weak.right)
edge_shape = np.interp((weak.step - weak.w) / debye(1e-5), y, nu)
electron_shape = (np.interp(weak.w, weak.x, weak.n_eq)
                  - weak.right) / (weak.left - weak.right)
err_edge = np.max(np.abs(weak_shape - edge_shape))
err_electron = np.max(np.abs(weak_shape - electron_shape))
assert err_edge < 0.02 and err_edge < 0.25 * err_electron

# Debye scaling: fourfold doping halves the apparent transition width
dense = StepSample(4 * N_HIGH, 4 * N_LOW, 150.0, 650.0, 0.125)
dense.sweep(85.0, 300.0)
width = main.crossing(0.1) - main.crossing(0.9)
width_dense = dense.crossing(0.1) - dense.crossing(0.9)
assert abs(width_dense / width - 0.5) < 0.005

print(f"relative permittivity {EPS_REL:.1f}, temperature {TEMPERATURE:.0f} K")
print(f"thermal voltage kT/q = {V_THERMAL*1e3:.3f} mV")
print(f"kappa = {KAPPA:.3f} nm")
print(f"N1 = {N_HIGH*TO_1E16:.2f}, N2 = {N_LOW*TO_1E16:.2f} (1e16 cm^-3)")
print(f"step depth a = {main.step:.1f} nm")
print(f"Debye length L1 = {debye(N_HIGH):.2f} nm, L2 = {debye(N_LOW):.2f} nm")
print(f"n at step, matching formula = {n_step*TO_1E16:.4f} 1e16 cm^-3")
print(f"n at step, solver           = {n_step_solver*TO_1E16:.4f} 1e16 cm^-3")
print(f"quadrature: n = 7e16 cm^-3 at {x_left:.2f} nm")
print(f"quadrature: n = 2e16 cm^-3 at {x_right:.2f} nm")
print("depth (nm), N, n, N_cv (1e16 cm^-3); N at a is the mean")
for depth in (150, 200, 225, 240, 250, 260, 275, 300, 325, 350, 400, 450):
    values = [np.interp(depth, main.x, main.donors),
              np.interp(depth, main.x, main.n_eq), float(main.curve(depth))]
    print(f"  {depth:4d} " + " ".join(f"{v*TO_1E16:8.4f}" for v in values))
print(f"largest |N_cv/n - 1|: N_cv/n = {ratio[worst]:.4f}"
      f" at {main.w[worst]:.1f} nm")
print(f"N_cv 90% level at {main.crossing(0.9):.2f} nm")
print(f"N_cv 10% level at {main.crossing(0.1):.2f} nm")
print(f"90-10% width = {width:.2f} nm; fourfold doping {width_dense:.2f} nm")
near = np.argmin(np.abs(main.w - main.step))
print(f"bias nearest the step: W = {main.w[near]:.2f} nm")
print(f"  band bending = {main.bending[near]*V_THERMAL:.4f} V")
print(f"  capacitance = {EPS/(main.w[near]*1e-9)*1e5:.3f} nF/cm^2")
print(f"  rms spread of responding electrons = {main.spread[near]:.2f} nm")
print(f"  N_cv there = {main.n_cv[near]*TO_1E16:.4f} 1e16 cm^-3")
m0, m1, m2 = (main.moments(k) for k in range(3))
print(f"dose of N_cv-N = {m0[0]:.2e}, of n-N = {m0[1]:.2e} nm^-2")
print(f"first moment of N_cv-N = {m1[0]:.5f}, of n-N = {m1[1]:.5f} nm^-1")
print(f"ln(N1/N2)/kappa = {np.log(N_HIGH/N_LOW)/KAPPA:.5f} nm^-1")
print(f"second moment about a: N_cv-N {m2[0]:.4f}, n-N {m2[1]:.4f} (no unit)")
print(f"step potential from N_cv = {m1[0]*KAPPA*V_THERMAL*1e3:.2f} mV")
print(f"(kT/q) ln(N1/N2) = {V_THERMAL*np.log(N_HIGH/N_LOW)*1e3:.2f} mV")
print(f"reversed step: N_cv at step = "
      f"{float(reverse.curve(reverse.step))*TO_1E16:.4f} 1e16 cm^-3")
print(f"edge function nu(0) = {np.interp(0, y, nu):.4f} (no unit)")
print(f"edge kernel second moment = {kernel_second:.4f} L^2")
print(f"weak step, N_cv vs edge formula: max error {err_edge:.4f} of step")
print(f"weak step, N_cv vs electrons: max gap {err_electron:.4f} of step")
print(f"max relative error, C from charge: {err_main[0]:.1e}")
print(f"max relative error, charge centroid: {err_main[1]:.1e}")
print(f"max relative error, N_cv from C-V slope: {err_main[2]:.1e}")
print("tests ok")
```

Running it gives:

```
relative permittivity 12.0, temperature 300 K
thermal voltage kT/q = 25.852 mV
kappa = 58.329 nm
N1 = 10.00, N2 = 1.00 (1e16 cm^-3)
step depth a = 250.0 nm
Debye length L1 = 13.09 nm, L2 = 41.41 nm
n at step, matching formula = 4.7513 1e16 cm^-3
n at step, solver           = 4.7514 1e16 cm^-3
quadrature: n = 7e16 cm^-3 at 239.53 nm
quadrature: n = 2e16 cm^-3 at 277.62 nm
depth (nm), N, n, N_cv (1e16 cm^-3); N at a is the mean
   150  10.0000   9.9959   9.9946
   200  10.0000   9.8173   9.7549
   225  10.0000   8.8489   8.5036
   240  10.0000   6.9139   6.5348
   250   5.5000   4.7514   4.9978
   260   1.0000   3.1364   3.7189
   275   1.0000   2.1061   2.4793
   300   1.0000   1.4674   1.5424
   325   1.0000   1.2256   1.1905
   350   1.0000   1.1157   1.0568
   400   1.0000   1.0328   1.0020
   450   1.0000   1.0097   1.0000
largest |N_cv/n - 1|: N_cv/n = 1.2001 at 266.9 nm
N_cv 90% level at 217.57 nm
N_cv 10% level at 287.35 nm
90-10% width = 69.78 nm; fourfold doping 34.89 nm
bias nearest the step: W = 249.35 nm
  band bending = 4.3157 V
  capacitance = 42.610 nF/cm^2
  rms spread of responding electrons = 32.11 nm
  N_cv there = 5.0924 1e16 cm^-3
dose of N_cv-N = 7.09e-08, of n-N = -3.02e-07 nm^-2
first moment of N_cv-N = 0.03947, of n-N = 0.03935 nm^-1
ln(N1/N2)/kappa = 0.03948 nm^-1
second moment about a: N_cv-N 0.5878, n-N 1.5316 (no unit)
step potential from N_cv = 59.51 mV
(kT/q) ln(N1/N2) = 59.53 mV
reversed step: N_cv at step = 4.1686 1e16 cm^-3
edge function nu(0) = 0.5491 (no unit)
edge kernel second moment = 2.0000 L^2
weak step, N_cv vs edge formula: max error 0.0010 of step
weak step, N_cv vs electrons: max gap 0.0893 of step
max relative error, C from charge: 7.1e-07
max relative error, charge centroid: 7.1e-07
max relative error, N_cv from C-V slope: 7.6e-06
tests ok
```
